\section*{Zone-boundary irreps for band labelling from a random commuting matrix}

\section{Four pairs from random numbers}

The eight eigenvalues $-1.2672$, $0.0550$, $0.7978$ and $1.6474$, each occurring twice, belong to a matrix made from random numbers. The two members of a pair agree to $9\times10^{-16}$, while neighbouring pairs are at least $0.74$ apart. The only structure put in was the symmetry of the point R, $(\tfrac12,\tfrac12,\tfrac12)$, of space group $Pnma$. The pairing shows that this symmetry has two-dimensional irreducible representations (irreps), and the eigenvectors supply their matrices.

A symmetry analysis of computed bands attaches an irrep to each level at a chosen $\mathbf k$. One must decide whether spin is included, whether time reversal is used, which translations accompany the rotations, and how close two energies must be to count as one level. The theory below generates the irreps without stored tables and shows what each decision does.

\section{The phases that the translations leave behind}

A space-group element $\{R|\mathbf t\}$ acts on a function as $f(\mathbf r)\to f(R^{-1}(\mathbf r-\mathbf t))$. A lattice translation $\mathbf L$ therefore multiplies a Bloch function by $e^{-i\mathbf k\cdot\mathbf L}$. The little co-group $P_{\mathbf k}$ consists of the $N$ rotations, proper or improper, for which $R\mathbf k$ equals $\mathbf k$ up to a reciprocal lattice vector. For each of them choose one representative $g_i=\{R_i|\boldsymbol\tau_i\}$, with $g_1$ the identity, and write $ij$ for the index of $R_iR_j$. Then
\begin{equation}
g_ig_j=\{R_iR_j|\boldsymbol\tau_i+R_i\boldsymbol\tau_j\}=\{E|\mathbf L_{ij}\}g_{ij},\qquad
\mathbf L_{ij}=\boldsymbol\tau_i+R_i\boldsymbol\tau_j-\boldsymbol\tau_{ij},
\end{equation}
where $\mathbf L_{ij}$ is a lattice vector because both sides have the same rotation. Replacing each translation by its phase gives
\begin{equation}
D_iD_j=\mu(i,j)D_{ij},\qquad \mu(i,j)=e^{-i\mathbf k\cdot\mathbf L_{ij}}.
\label{eq:proj}
\end{equation}
The matrices $D_i$ form a projective representation of $P_{\mathbf k}$ with factor system $\mu$.

Conversely, unitary matrices obeying (\ref{eq:proj}) define a representation of the whole little group through $D(\{E|\mathbf L\}g_i)=e^{-i\mathbf k\cdot\mathbf L}D_i$. To see this, multiply two general elements:
\begin{equation}
\{E|\mathbf L\}g_i\{E|\mathbf L'\}g_j=\{E|\mathbf L+R_i\mathbf L'+\mathbf L_{ij}\}g_{ij}.
\end{equation}
Since $\mathbf k\cdot R_i\mathbf L'=(R_i^{-1}\mathbf k)\cdot\mathbf L'$ differs from $\mathbf k\cdot\mathbf L'$ by a multiple of $2\pi$, the phase is $e^{-i\mathbf k\cdot(\mathbf L+\mathbf L')}\mu(i,j)$, as the product of the matrices requires. Finding the irreps of Bloch states at $\mathbf k$ is thus a finite problem for $N$ matrices.

For spinors, each rotation also carries an SU(2) matrix $U_i$, that of its proper part. These satisfy $U_iU_j=s(i,j)U_{ij}$ with $s=\pm1$, and $\mu$ is replaced by $\mu s$. Nothing else changes.

Evaluating $g_ig_jg_l$ with either bracketing gives
\begin{equation}
\mu(i,j)\,\mu(ij,l)=\mu(j,l)\,\mu(i,jl).
\label{eq:cocycle}
\end{equation}
The phase from $\mathbf L_{jl}$ on the right is unaffected by $R_i$, for the reason just given. For $N\ge3$ this condition exposes any single wrong entry $\mu(i,j)$ in a factor table: choose $l$ different from both $1$ and $j$, and that entry occurs in it only once. It does not expose a consistent table made for the wrong $\mathbf k$ or the wrong spin choice. At the wavevectors used here all phases are eighth roots of one, so the condition was tested in integer arithmetic.

\section{A representation that contains every irrep}

Take $N$ basis vectors $e_j$, one per rotation, and define
\begin{equation}
\Lambda_ie_j=\mu(i,j)e_{ij}.
\end{equation}
Each $\Lambda_i$ is a permutation with phases, hence unitary. Using (\ref{eq:cocycle}) in the last step,
\begin{equation}
\Lambda_i\Lambda_je_l=\mu(j,l)\mu(i,jl)e_{ijl}=\mu(i,j)\mu(ij,l)e_{ijl}=\mu(i,j)\Lambda_{ij}e_l .
\end{equation}
So $\Lambda$, the twisted regular representation, has the required factor system. For $i\neq1$ no basis vector returns to itself, so $\operatorname{tr}\Lambda_i=N\delta_{i1}$.

To count its contents we need orthogonality. Let $D$ and $D'$ be unitary irreps with the same $\mu$, let $Y$ be any matrix of fitting shape, and set $A=\frac1N\sum_iD_iYD_i'^\dagger$. From $D'_{ji}=\mu(j,i)^*D'_jD'_i$ follows $D_i'^\dagger=\mu(j,i)^*D_{ji}'^\dagger D'_j$. Hence
\begin{equation}
D_jA=\frac1N\sum_i\mu(j,i)D_{ji}Y\,\mu(j,i)^*D_{ji}'^\dagger D'_j=AD'_j .
\label{eq:avg}
\end{equation}
The phases cancel, and the sum over $ji$ is the sum over $i$ reordered. Schur's lemma gives $A=0$ for inequivalent irreps. For $D'=D$ of dimension $d$ it gives $A=(\operatorname{tr}Y/d)\,1$, the constant being fixed by the trace. Choosing for $Y$ a matrix with a single entry 1, at row $p$ and column $q$, we obtain
\begin{equation}
\frac1N\sum_i(D_i)_{rp}(D'_i)^*_{sq}=\frac{\delta_{DD'}}{d}\,\delta_{rs}\delta_{pq}.
\label{eq:orth}
\end{equation}
Setting $r=p$, $s=q$ and summing over $p$ and $q$ gives, for characters $\chi_a(i)=\operatorname{tr}D^a_i$,
\begin{equation}
\frac1N\sum_i\chi_a(i)^*\chi_b(i)=\delta_{ab}.
\end{equation}

A unitary representation splits fully, because the orthogonal complement of an invariant subspace is invariant. The multiplicity of irrep $a$ in $\Lambda$ is therefore
\begin{equation}
m_a=\frac1N\sum_i\chi_a(i)^*\operatorname{tr}\Lambda_i=\chi_a(1)^*=d_a,
\qquad \sum_ad_a^2=N .
\label{eq:sum}
\end{equation}
The second relation counts the dimension of $\Lambda$. No irrep can be missing, since each occurs $d_a\ge1$ times.

\section{Why one random matrix is enough}

Draw a Hermitian $X$ with probability density proportional to $e^{-\operatorname{tr}X^2/2}$ and average it:
\begin{equation}
H=\frac1N\sum_i\Lambda_iX\Lambda_i^\dagger .
\end{equation}
By the calculation in (\ref{eq:avg}), $H$ commutes with every $\Lambda_i$. In a basis where $\Lambda_i=\bigoplus_a1_{d_a}\otimes D^a_i$, Schur's lemma applied block by block gives
\begin{equation}
H=\bigoplus_ah_a\otimes1_{d_a},
\end{equation}
with $h_a$ a Hermitian matrix of size $d_a$ that mixes the copies of irrep $a$. Each eigenvalue of $h_a$ appears $d_a$ times in $H$. If the eigenvalues of all the $h_a$ differ from one another, an eigenspace with orthonormal basis $V$ holds one copy of one irrep, and its matrices are
\begin{equation}
D_i=V^\dagger\Lambda_iV .
\end{equation}

It remains to show that coincidences have probability zero. The averaging leaves commuting matrices unchanged. It is also self-adjoint for the inner product $\operatorname{tr}(CX)$: by cyclicity $\operatorname{tr}(C\Lambda_iX\Lambda_i^\dagger)=\operatorname{tr}(\Lambda_i^\dagger C\Lambda_iX)$, and $\Lambda_i^\dagger$ is a phase times the matrix of the inverse rotation, so the sum over $i$ is the same average applied to $C$. Averaging is thus an orthogonal projection, and an isotropic Gaussian stays Gaussian under it, spread over all Hermitian matrices that commute with $\Lambda$. Two eigenvalues coincide only where the discriminant of $\bigoplus_ah_a$ vanishes. This is a polynomial in the matrix entries and is not identically zero, since diagonal $h_a$ with distinct entries are allowed. Its zeros have no volume.

In floating-point arithmetic the condition becomes a separation of scales. At R the splitting within a level is $9\times10^{-16}$ and the smallest gap is $0.7428$, so the grouping is unambiguous. An unlucky draw with a tiny gap is cured by a new draw.

\section{Discarding copies and checking completeness}

Copies of one irrep have equal characters. Keeping one of each, and verifying $\sum_ad_a^2=N$, completes the list.

A second count needs no diagonalization. The matrices $\Lambda_i$ are linearly independent, because $\Lambda_ie_1=e_i$. They span an $N$-dimensional algebra inside the block matrices $\bigoplus_a1_{d_a}\otimes M_a$, with $M_a$ an arbitrary matrix of size $d_a$. That space has dimension $\sum_ad_a^2=N$ too, so the two coincide. The centre of the algebra has one free number per block, hence its dimension $n$ is the number of irreps. The projector onto the centre is $C\to\frac1N\sum_j\Lambda_jC\Lambda_j^{-1}$. It has a diagonal element on $\Lambda_i$ only from those $j$ with $ij=ji$, for which
\begin{equation}
\Lambda_j\Lambda_i\Lambda_j^{-1}=\frac{\mu(j,i)}{\mu(i,j)}\Lambda_i,
\qquad n=\frac1N\sum_{ij=ji}\frac{\mu(j,i)}{\mu(i,j)} .
\label{eq:count}
\end{equation}
The trace of a projector is its rank, which gives the second formula. It was confirmed for every case below.

Phases different from 1 do not by themselves forbid one-dimensional irreps. If $D_i=c_i$ is one, then $\mu(i,j)=c_ic_j/c_{ij}$, and all irreps divided by $c_i$ become ordinary ones. Conversely, if $\mu$ has this form with unit-modulus $c_i$, then $D_i=c_i$ is a one-dimensional irrep. A one-dimensional irrep therefore exists if and only if the factor system can be removed by rephasing.

\section{$Pnma$ by hand}

The group is generated, together with the lattice translations, by
\begin{equation}
a=\{2_z|\tfrac12,0,\tfrac12\},\qquad b=\{2_y|0,\tfrac12,0\},\qquad I=\{-1|0,0,0\},
\end{equation}
with translations in cell edges. Interchanging two factors costs a lattice translation. For example, $ab$ carries $(\tfrac12,-\tfrac12,\tfrac12)$ and $ba$ carries $(-\tfrac12,\tfrac12,-\tfrac12)$. In the same way one finds
\begin{align}
ab&=\{E|1,-1,1\}\,ba, & aI&=\{E|1,0,1\}\,Ia, & bI&=\{E|0,1,0\}\,Ib .
\end{align}
Write $\mathbf k=\pi(\kappa_x,\kappa_y,\kappa_z)$ in inverse cell edges, with each $\kappa$ equal to 0 or 1. The signs picked up on interchange are
\begin{equation}
\epsilon_{ab}=(-1)^{\kappa_x+\kappa_y+\kappa_z},\qquad
\epsilon_{aI}=(-1)^{\kappa_x+\kappa_z},\qquad
\epsilon_{bI}=(-1)^{\kappa_y}.
\label{eq:eps}
\end{equation}

If any sign is $-1$, two invertible matrices anticommute, which numbers cannot do, so every $d_a\ge2$. With $N=8$, equation (\ref{eq:sum}) then allows only $2^2+2^2$. All signs are $+1$ when $\kappa_y=0$ and $\kappa_x+\kappa_z$ is even, that is at $\Gamma$ and at U, $(\tfrac12,0,\tfrac12)$. There all matrices commute and the eight irreps are one-dimensional. This reproduces the computed dimensions at all eight points. U is the instructive case: its factor table contains $-1$, since $a^2=\{E|0,0,1\}$ gives $D(a)^2=-1$, but the choice $D(a)=\pm i$ absorbs it.

At R one has $\epsilon_{ab}=\epsilon_{bI}=-1$ and $\epsilon_{aI}=+1$. The squares are $D(a)^2=D(b)^2=-1$, the latter from $b^2=\{E|0,1,0\}$, and $D(I)^2=1$. Diagonalize $D(a)$, whose eigenvalues are $\pm i$. Because $D(b)$ anticommutes with it, $D(b)$ exchanges the two eigenspaces, so both eigenvalues occur and $D(b)$ is off-diagonal. Choose the phase of the second basis vector so that $D(b)_{12}=i$. Then $D(b)^2=-1$ forces $D(b)_{21}=i$. The product $D(a)D(I)$ commutes with $D(a)$, $D(b)$ and $D(I)$, so it is a number. Its square is $D(a)^2D(I)^2=-1$, so the number is $\pm i$. In terms of Pauli matrices,
\begin{equation}
D(a)=i\sigma_z,\qquad D(b)=i\sigma_x,\qquad D(I)=\pm\sigma_z .
\label{eq:R}
\end{equation}
The matrices generated from the random eigenvectors were brought to this basis and agree with (\ref{eq:R}).

The product $aI=\{m_z|\tfrac12,0,\tfrac12\}$ has character $\pm2i$. Apart from the identity, it is the only representative whose character does not vanish, and it alone tells the two irreps apart. The count (\ref{eq:count}) agrees: for fixed $i$ the sum over $j$ gives 8 if $\Lambda_i$ commutes with all others and 0 if not. The identity and $aI$ are the two that do, and $n=(8+8)/8=2$. The four pairs of the opening are now accounted for as well: $h_1$ and $h_2$ have two eigenvalues each, and each eigenvalue is repeated twice.

\section{The spin choice}

With spin, $U_a=-i\sigma_z$ and $U_b=-i\sigma_y$ anticommute, whereas $U_I=1$. The sign $\epsilon_{ab}$ in (\ref{eq:eps}) is reversed and the other two are kept. The product of the three signs was $+1$ and is now $-1$, so at least one of them is negative at each of the eight points. The dimensions are $2,2$ throughout, including $\Gamma$ and U. Labels computed with the wrong spin choice are therefore wrong in kind at these two points. At R the dimensions happen to agree, so they cannot reveal the mistake.

The larger group $Fd\bar3m$ shows that spin can also lower a dimension. Edges below are those of the cubic cell.
\begin{center}
\begin{tabular}{lccc}
point & $N$ & without spin & with spin\\
X $(0,0,1)$ & 16 & $2,2,2,2$ & $4$\\
L $(\frac12,\frac12,\frac12)$ & 12 & $1,1,1,1,2,2$ & $1,1,1,1,2,2$\\
W $(1,\frac12,0)$ & 8 & $2,2$ & $1,1,1,1,2$
\end{tabular}
\end{center}
At X with spin a single irrep uses up $4^2=16$, so unitary symmetry alone makes every level fourfold. At W the opposite happens: neither the translational phases alone nor the spin signs alone permit a one-dimensional irrep, yet their product can be removed by rephasing. W also needs complex factors. With the inversion at $\{-1|\tfrac14,\tfrac14,\tfrac14\}$, the little group contains the glide $\{m_x|\tfrac14,\tfrac14,\tfrac14\}$. Its square is the centring translation $\{E|0,\tfrac12,\tfrac12\}$, with phase $e^{-2\pi i/4}=-i$. Adding a lattice vector $\mathbf L$ to the glide multiplies this factor by $e^{-2i\mathbf k\cdot\mathbf L}$, which is $\pm1$ because all lattice phases at W are powers of $i$. The factor stays $\pm i$ for every representative, so $\mu$ as defined in (\ref{eq:proj}) cannot be stored as signs alone there. A rephased table can be: dividing each two-dimensional $D_i$ by a square root of its determinant leaves factors whose square is 1. The complex phases then sit in the rephasing numbers and must be kept to recover the $D_i$.

\section{The time-reversal choice}

Without spin, time reversal is complex conjugation. It commutes with the space-group operations, which act on real coordinates, and turns a level carrying $D$ into one carrying $D^*$ at $-\mathbf k$. At R, $-\mathbf k$ is equivalent to $\mathbf k$. The characters $2i$ and $-2i$ of $aI$ are conjugates, so the two irreps are exchanged and must share their energy. Levels become fourfold. A random invariant Hamiltonian on 32 plane waves confirms this: all its levels are twofold with unitary symmetry alone and fourfold once time reversal is imposed. At U the same argument pairs $D(a)=i$ with $D(a)=-i$, so levels there are at least twofold although each irrep is one-dimensional.

The fourfold orbital degeneracy at R applies to a nonmagnetic $Pnma$ crystal with spin-orbit coupling neglected. Magnetic order can change the symmetry group, and the analysis must then start from the new one. When an irrep is equivalent to its own conjugate, when spin is present, or when $-\mathbf k$ is not equivalent to $\mathbf k$, as at W, a further criterion decides whether time reversal doubles the level. The dimensions quoted in the previous section do not include that step. For example, with spin the product of inversion and time reversal leaves $\mathbf k$ fixed and squares to $-1$, so in a nonmagnetic $Fd\bar3m$ crystal the one-dimensional spinor irreps at L and W occur only in degenerate pairs.

\section{Labelling computed bands}

For a plane wave $|\mathbf q\rangle=e^{i\mathbf q\cdot\mathbf r}$, with $\mathbf q$ equal to $\mathbf k$ plus a reciprocal lattice vector,
\begin{equation}
g_i|\mathbf q\rangle=e^{i\mathbf q\cdot R_i^{-1}(\mathbf r-\boldsymbol\tau_i)}
=e^{-i(R_i\mathbf q)\cdot\boldsymbol\tau_i}|R_i\mathbf q\rangle .
\end{equation}
A level with orthonormal states $\psi_n$ has character $\chi(i)=\sum_n\langle\psi_n|g_i|\psi_n\rangle$ and contains irrep $a$ $m_a=\frac1N\sum_i\chi_a(i)^*\chi(i)$ times. This route uses no factor system, which makes it an independent check of the generated irreps. For every point above, with and without spin, each level of a random invariant plane-wave Hamiltonian carried exactly one generated irrep, and each generated irrep appeared.

\subsection{Choosing the translations}
Replacing $\boldsymbol\tau_i$ by $\boldsymbol\tau_i+\mathbf L$ multiplies $\chi(i)$ by $e^{-i\mathbf k\cdot\mathbf L}$. At R, writing the mirror as $\{m_z|{-\tfrac12},0,\tfrac12\}$ instead of $\{m_z|\tfrac12,0,\tfrac12\}$ means $\mathbf L=(-1,0,0)$ and a factor $e^{i\pi}=-1$. The characters $2i$ and $-2i$ change places, and so would the two labels. Before comparing labels from two sources, compare their representatives, including the translations, and their sign convention for $e^{-i\mathbf k\cdot\mathbf L}$.

\subsection{Choosing the degeneracy tolerance}
The tolerance must exceed the numerical splitting of true multiplets and stay below the distance to the next level. The quantity
\begin{equation}
w=\frac1N\sum_i|\chi(i)|^2
\end{equation}
helps to judge this, though it does not settle it alone. For a complete set of multiplets $\chi=\sum_am_a\chi_a$, so $w=\sum_am_a^2$. One irrep gives 1, two different ones give 2, and the same one twice gives 4. If the tolerance is so small that a single state $v$ is cut out of a $d$-dimensional multiplet, the result below (\ref{eq:avg}) with $Y=vv^\dagger$ gives
\begin{equation}
w=\frac1N\sum_i|v^\dagger D_iv|^2=v^\dagger\Big(\frac1N\sum_iD_ivv^\dagger D_i^\dagger\Big)v=\frac1d .
\end{equation}
With unitary symmetry alone, a single state at R therefore gives $\tfrac12$. A single state from a fourfold level produced by time reversal can mix the two irreps and gives between $\tfrac14$ and $\tfrac12$. Since complete multiplets give whole numbers, any value below 1, and any other value that is not a whole number, shows that a multiplet was cut and calls for a larger tolerance. A value of 1 is no proof of a correct tolerance: one state from each of the two irreps in a fourfold level gives $\tfrac12+\tfrac12=1$, the cross terms vanishing by (\ref{eq:orth}). A value of 2 may mean that two neighbouring levels were merged, in which case a smaller tolerance separates them. It is also the correct value for the fourfold levels that time reversal produces at R, and those do not separate. The dimensions, the sign table at R and the generated matrices are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
k in reciprocal conventional edges; N = co-group order; dims of irreps
Pnma Gamma k=(0,0,0) N=8 no spin: 1,1,1,1,1,1,1,1 | spin: 2,2 | factor phases without spin (deg): 0
Pnma X k=(0.5,0,0) N=8 no spin: 2,2 | spin: 2,2 | factor phases without spin (deg): 0,180
Pnma Y k=(0,0.5,0) N=8 no spin: 2,2 | spin: 2,2 | factor phases without spin (deg): 0,180
Pnma Z k=(0,0,0.5) N=8 no spin: 2,2 | spin: 2,2 | factor phases without spin (deg): 0,180
Pnma S k=(0.5,0.5,0) N=8 no spin: 2,2 | spin: 2,2 | factor phases without spin (deg): 0,180
Pnma T k=(0,0.5,0.5) N=8 no spin: 2,2 | spin: 2,2 | factor phases without spin (deg): 0,180
Pnma U k=(0.5,0,0.5) N=8 no spin: 1,1,1,1,1,1,1,1 | spin: 2,2 | factor phases without spin (deg): 0,180
Pnma R k=(0.5,0.5,0.5) N=8 no spin: 2,2 | spin: 2,2 | factor phases without spin (deg): 0,180
Fd-3m X k=(0,0,1) N=16 no spin: 2,2,2,2 | spin: 4 | factor phases without spin (deg): 0,180
Fd-3m L k=(0.5,0.5,0.5) N=12 no spin: 1,1,1,1,2,2 | spin: 1,1,1,1,2,2 | factor phases without spin (deg): 0
Fd-3m W k=(1,0.5,0) N=8 no spin: 2,2 | spin: 1,1,1,1,2 | factor phases without spin (deg): 0,90,180,270
Pnma at R, no spin: representatives (translation in cell edges)
1|0,0,0  2z|0.5,0,0.5  2y|0,0.5,0  -1|0,0,0  2x|0.5,0.5,0.5  mz|0.5,0,0.5  my|0,0.5,0  mx|0.5,0.5,0.5
sign of mu(i,j): row i, columns j in the order above
  1  + + + + + + + +
 2z  + - - + + - - +
 2y  + + - + - + - -
 -1  + + - + - + - -
 2x  + - + + - - + -
 mz  + - + + - - + -
 my  + + + + + + + +
 mx  + - - + + - - +
eigenvalues of random commuting matrix (dimensionless):
-1.2672 -1.2672 0.0550 0.0550 0.7978 0.7978 1.6474 1.6474
largest split inside a level: 9e-16
smallest gap between levels: 0.7428
irrep 1 characters: 2+0i 0+0i 0+0i 0+0i 0+0i 0-2i 0+0i 0+0i
  D(2z) rows: 0+1i 0+0i ; 0+0i 0-1i
  D(2y) rows: 0+0i 0+1i ; 0+1i 0+0i
  D(-1) rows: -1+0i 0+0i ; 0+0i 1+0i
irrep 2 characters: 2+0i 0+0i 0+0i 0+0i 0+0i 0+2i 0+0i 0+0i
  D(2z) rows: 0+1i 0+0i ; 0+0i 0-1i
  D(2y) rows: 0+0i 0+1i ; 0+1i 0+0i
  D(-1) rows: 1+0i 0+0i ; 0+0i -1+0i
plane waves used at R: 32
level degeneracy at R, unitary symmetry only: 2
level degeneracy at R, with spinless time reversal: 4
\end{verbatim}
